# Remaining Cycles of a Ferroelectric Capacitor under Linear Damage

## The problem

A ferroelectric memory capacitor is cycled between positive and negative voltage until its film breaks down. At a high field its lifetime, counted from the fresh state, is $N_1=10^{10}$ cycles. At a gentler field the lifetime of the same kind of capacitor, again counted from the fresh state, is $N_2=10^{12}$ cycles. One capacitor has already run $n_1=4\times10^{9}$ cycles at the high field and has not broken down. It is now switched to the gentle field and stays there.

(a) How many further cycles $n_2$ does linear damage predict before breakdown?

(b) Must the physical damage in the film grow in proportion to the number of cycles for this prediction to hold?

(c) How far can the prediction be trusted for a hafnia-based film?

Both lifetimes end at the same event, dielectric breakdown. Temperature, frequency and waveform are the same at both fields unless a change is stated, and damage does not heal when the field is lowered.

## First estimate by scaling

Suppose that every cycle at a given field does the same amount of damage, and call the damage at breakdown one unit. A high-field cycle then does $1/N_1$ of a unit and a gentle cycle $1/N_2$. Their ratio is

$$\frac{1/N_1}{1/N_2}=\frac{N_2}{N_1}=\frac{10^{12}}{10^{10}}=100 ,$$

so one high-field cycle costs as much life as 100 gentle ones.

Had the capacitor stayed at the high field, it would have had $N_1-n_1=6\times10^{9}$ cycles left. Each of these can be exchanged for 100 gentle cycles:

$$n_2\approx 100\times 6\times10^{9}=6\times10^{11}.$$

The same exchange applies to the past. The $4\times10^{9}$ cycles already run are worth $4\times10^{11}$ gentle cycles, and $10^{12}-4\times10^{11}$ is again $6\times10^{11}$.

Subtracting the raw counts would give $10^{12}-4\times10^{9}=9.96\times10^{11}$ cycles. That treats a high-field cycle as if it were a gentle one, which is justified only if $N_1=N_2$.

The estimate rests on constant damage per cycle. In a real film the defects already present may help to create new ones, or the sites where defects form easily may be used up. The damage per cycle then changes during life, and the exchange rate of 100 needs a better argument.

## Exact solution of the damage model

**The model.** Let $D$ be the damage, with $D=0$ in the fresh film and $D=1$ at breakdown. The cycle numbers are so large that $n$ can be treated as continuous. At condition $s$ (high field, $s=1$; gentle field, $s=2$) let

$$\frac{dD}{dn}=k_s\,g(D),\qquad g(D)>0 .$$

The constant $k_s$ sets the speed of damage and depends on the field. The growth law $g(D)$ describes how existing damage affects further damage. The central assumption is that $g$ is the same function at both fields. It is also taken to be continuous on $0\le D\le1$, so that the integrals below are finite.

**Lifetime at one condition.** Separating the variables gives $dD/g(D)=k_s\,dn$. From the fresh state to breakdown, $D$ runs from 0 to 1 while $n$ runs from 0 to $N_s$:

$$\int_0^1\frac{dD}{g(D)}=k_sN_s .$$

The left side does not depend on the field. Calling it $G$,

$$N_s=\frac{G}{k_s}.$$

**The used life fraction.** Define

$$u(D)=\frac1G\int_0^D\frac{dD'}{g(D')} .$$

This quantity is 0 for the fresh film and 1 at breakdown. It grows steadily with $D$ because $g$ is positive. By the chain rule its rate of change is

$$\frac{du}{dn}=\frac{du}{dD}\,\frac{dD}{dn}=\frac{1}{G\,g(D)}\;k_s\,g(D)=\frac{k_s}{G}=\frac1{N_s}.$$

The growth law has cancelled. Whatever $g$ may be, each cycle at condition $s$ uses the fraction $1/N_s$ of the life.

**Two stages.** The first stage brings $u$ from 0 to $n_1/N_1$. Since $D$ does not jump when the field is changed, neither does $u$. The second stage adds $n_2/N_2$, and breakdown comes when the total reaches 1:

$$\frac{n_1}{N_1}+\frac{n_2}{N_2}=1 .$$

Subtracting $n_1/N_1$ from both sides and multiplying by $N_2$ gives

$$n_2=N_2\left(1-\frac{n_1}{N_1}\right).$$

**Numbers.** The used fraction is $4\times10^{9}/10^{10}=0.4$, so

$$n_2=10^{12}\times(1-0.4)=6\times10^{11}\ \text{cycles}.$$

This answers (a). At a cycling frequency of 1 MHz it takes $6\times10^{5}$ s, or 6.94 days of continuous operation.

**Limits.** For $n_1\to0$ the full gentle lifetime $N_2$ remains. For $n_1\to N_1$ nothing remains, however gentle the second condition. For $N_1=N_2$ the formula becomes $n_2=N_1-n_1$, the raw subtraction.

**Errors in the lifetimes.** A small relative error in $N_2$ passes unchanged into $n_2$. For an error in $N_1$, differentiate at fixed $n_1$ and $N_2$:

$$\frac{\partial n_2}{\partial N_1}=\frac{N_2n_1}{N_1^2}.$$

Dividing by $n_2=N_2(1-u)$, with $u=n_1/N_1$, gives

$$\frac{\delta n_2}{n_2}=\frac{u}{1-u}\,\frac{\delta N_1}{N_1}.$$

Here $u/(1-u)=0.4/0.6=2/3$, so a small relative error in $N_1$ is reduced by a third. As $u$ approaches 1 the factor grows without limit, and a prediction for a nearly worn-out device becomes very sensitive to the assumed high-field lifetime.

## Comparison of the estimate with the solution

The two results agree, although the solution did not assume constant damage per cycle. Three growth laws show why.

- For $g=1$, $u=D$. After the first stage $D=0.400$.
- For $g=1+8D$, damage feeds its own growth. Here $\int_0^D dD'/(1+8D')=\tfrac18\ln(1+8D)$, so $u=\ln(1+8D)/\ln 9$. Setting $u=0.4$ gives $D=(9^{0.4}-1)/8=0.176$.
- For $g=1/(1+8D)$, damage slows its own growth. Here $\int_0^D(1+8D')\,dD'=D+4D^2$ and $G=5$, so $u=(D+4D^2)/5$. Setting $u=0.4$ gives $4D^2+D-2=0$, whose positive root is $D=(\sqrt{33}-1)/8=0.593$.

The physical damage at the moment of switching thus differs by more than a factor of three between the second and third laws. Yet integrating the damage equation numerically from each of these values to $D=1$ at the gentle field gives $6.000\times10^{11}$ remaining cycles in all three cases. The reverse order obeys the same rule: after $4\times10^{11}$ gentle cycles, $6\times10^{9}$ cycles remain at the high field.

The answer to (b) is therefore no. What adds linearly is the used life fraction. When $g$ is common to both fields, the curves of $D$ against $n$ have the same shape, and the gentle one is stretched along the cycle axis by $N_2/N_1=100$. Moving from one curve to the other at fixed $D$ multiplies the cycle count by 100 at every stage of life. This is the exchange used in the estimate.

## When the growth law changes with the field

Now let each field have its own growth law $g_s$, with its own life fraction $u_s(D)$. The first stage leaves a damage $D_1$ fixed by $u_1(D_1)=n_1/N_1$. At the gentle field this same damage counts as the fraction $u_2(D_1)$, so that

$$n_2=N_2\left[1-u_2(D_1)\right].$$

Subtracting the linear prediction $N_2[1-u_1(D_1)]$ gives the deviation

$$N_2\left[u_1(D_1)-u_2(D_1)\right].$$

It vanishes for every possible $n_1$ only if $u_1(D)=u_2(D)$ for all $D$. Differentiating that equality gives $G_1g_1(D)=G_2g_2(D)$: the two growth laws may differ only by a constant factor, which can be absorbed into $k_s$. Within this one-variable model, a common growth law is thus necessary as well as sufficient for the linear rule to hold after every first stage.

Two examples keep both fresh lifetimes fixed.

- Growth is accelerating ($1+8D$) at the high field and constant at the gentle field. Then $D_1=0.176$ and $u_2=D_1$, so $n_2=10^{12}\times(1-0.176)=8.24\times10^{11}$ cycles. The first stage fell in the slow early part of the high-field curve and left little damage.
- Growth is constant at the high field and accelerating at the gentle field. Then $D_1=0.4$ and
$$n_2=10^{12}\left[1-\frac{\ln(1+8\times0.4)}{\ln 9}\right]=3.47\times10^{11}\ \text{cycles}.$$
The first stage has carried the film past the slow early part of the gentle curve.

The deviation can have either sign. The two fresh lifetimes alone do not reveal it. Two-stage experiments can, preferably with several values of $n_1$, because the deviation may happen to vanish at one of them.

## What the prediction means for one device

Nominally identical capacitors do not all fail at the same cycle. Let $N_1$ and $N_2$ now be median lifetimes, and let $x$ be a device's own lifetime divided by the median. Assume that $x$ is the same at both fields, so that a weak device is weak at both, and that the fraction of devices with relative lifetime above $x$ is

$$S(x)=2^{-x^\beta}.$$

This is a Weibull distribution with shape $\beta$, written so that $S(1)=1/2$.

A device with relative lifetime $x$ has lifetimes $xN_1$ and $xN_2$. Linear damage leaves it

$$xN_2\left(1-\frac{n_1}{xN_1}\right)=N_2(x-u),\qquad u=\frac{n_1}{N_1}=0.4 .$$

Devices with $x<u$ fail during the first stage. Among the survivors, the fraction with relative lifetime above $x$ is

$$\frac{S(x)}{S(u)}=2^{-(x^\beta-u^\beta)} .$$

The median survivor has $x^\beta-u^\beta=1$, hence $x=(1+u^\beta)^{1/\beta}$, and its remaining life is

$$n_{\rm med}=N_2\left[(1+u^\beta)^{1/\beta}-u\right].$$

With a rough shape $\beta=1.5$ this is $7.62\times10^{11}$ cycles. It exceeds $6\times10^{11}$ because the first stage has removed the weakest devices, 16.1 % of the total. A survivor fails before the linear prediction if $x<1$, which has probability

$$1-2^{-(1-u^\beta)}=40.4\ \%.$$

The number $6\times10^{11}$ is therefore no guaranteed minimum.

Two special cases help to place the result. For $\beta\to\infty$ all devices are alike, $u^\beta\to0$, and $n_{\rm med}\to N_2(1-u)$, the linear prediction. For $\beta=1$ the bracket is $(1+u)-u=1$, and the median survivor has the whole of $N_2$ ahead of it. Each device has still aged, but in this case the removal of weak devices cancels the ageing in the median. This case is not an upper bound: for $\beta<1$ the bracket exceeds 1, and at $\beta=0.5$ the median survivor has about $2.3\,N_2$ left.

## A hafnia-based film

For rough typical values, take a film 10 nm thick cycled at 3.0 MV/cm and then at 2.5 MV/cm. Since 1 MV/cm is 0.1 V/nm, the voltage amplitudes are 3.0 V and 2.5 V. These fields and this thickness are ordinary for hafnia-based ferroelectric capacitors. Reported lifetimes vary by orders of magnitude with electrodes, composition and processing; the two used here are assumed values, and a trillion cycles is on the high side. Direct proof of that lifetime would take 11.57 days per device at 1 MHz, so $N_2$ may well be an extrapolation. The common growth law is itself open to doubt, because charged defects can both form and move during cycling, and the field need not affect the two processes equally. In the two illustrative cases above, giving it up moved the answer to $3.5\times10^{11}$ or $8.2\times10^{11}$ cycles. Fatigue may also make the stored polarization unreadable before breakdown, and the count above does not include that end of life.

**Field error.** If lifetime falls as $e^{-\gamma E}$, the two given lifetimes require

$$\gamma=\frac{\ln(N_2/N_1)}{E_1-E_2}=\frac{\ln 100}{0.5\ \text{MV/cm}}=9.21\ \text{cm/MV}.$$

Let the gentle field be 2 % too high, that is by 0.05 MV/cm, with the first stage unchanged. Then $N_2$, and with it $n_2$, is multiplied by $e^{-9.21\times0.05}$, which leaves $3.79\times10^{11}$ cycles. A power law $E^{-m}$ through the same two points has $m=\ln100/\ln(3.0/2.5)=25.3$ and leaves $3.64\times10^{11}$. The two laws nearly agree for so small a step. Either way, a gentle field 2 % too high removes almost two fifths of the predicted life, while one 2 % too low would add about three fifths to two thirds. If both fields are 2 % too high, as with an error in film thickness, $N_1$ shrinks too, the used fraction grows, and only about $2\times10^{11}$ cycles remain.

**Temperature.** Suppose that both lifetimes and the first stage refer to 300 K, but the gentle stage runs at 358 K. For a thermally activated damage speed with a rough activation energy $E_a=0.5$ eV and an unchanged growth law, $N_2$ is multiplied by

$$\exp\left[\frac{E_a}{k_B}\left(\frac1{358\ \text{K}}-\frac1{300\ \text{K}}\right)\right]=0.0436 .$$

The used fraction is still 0.4, so $0.0436\times6\times10^{11}=2.6\times10^{10}$ cycles remain. With $E_a=0.5$ eV this is by far the largest of the effects sized here, but it depends exponentially on that rough value: $E_a=0.2$ eV would shorten the remaining life by a factor of only 3.5.

In answer to (c), $6\times10^{11}$ cycles is a sound estimate for a device of median strength at both fields if $N_1$ and $N_2$ were each determined at the field, temperature, frequency and waveform actually used in that stage, if damage does not heal, and if both the growth law and the amount of damage at which the film breaks down are common to both fields. If each device has the same relative lifetime at both fields, the median over the surviving devices lies higher, as shown above; if the relative lifetimes at the two fields were instead independent, the median for $\beta=1.5$ would be about $5.6\times10^{11}$ cycles, slightly lower. The two illustrative changes of growth law and the 2 % excess of the gentle field each shift the prediction of $6\times10^{11}$ cycles by less than a factor of two, but this is no bound. Slowing growth at the high field followed by accelerating growth at the gentle field leaves $10^{12}\left[1-\ln(1+8\times0.593)/\ln 9\right]=2.0\times10^{11}$ cycles, a factor of nearly three, and a 2 % excess in both fields costs about the same. The warmer operation, for $E_a=0.5$ eV, costs a factor of about 23.

## Table of computed values

```
INPUTS
lifetime at high field: 1.00e+10 cycles
cycles used at high field: 4.00e+09 cycles
lifetime at gentle field: 1.00e+12 cycles
LINEAR DAMAGE
used life fraction: 0.400
unused life fraction: 0.600
equivalent past use at gentle field: 4.00e+11 cycles
remaining at gentle field: 6.00e+11 cycles
wrong answer from raw subtraction: 9.960e+11 cycles
SAME GROWTH LAW AT BOTH FIELDS (integrated numerically)
constant: damage D after stage one 0.400, remaining 6.000e+11 cycles
accelerating: damage D after stage one 0.176, remaining 6.000e+11 cycles
slowing: damage D after stage one 0.593, remaining 6.000e+11 cycles
reverse order, left at high field: 6.00e+09 cycles
GROWTH LAW CHANGES WITH FIELD (feedback strength 8)
accelerating at high, constant at gentle field: 8.24e+11 cycles
constant at high, accelerating at gentle field: 3.47e+11 cycles
DEVICE SPREAD
Weibull shape (rough): 1.5
devices lost during stage one: 16.1 %
median remaining for a survivor: 7.62e+11 cycles
survivors failing before the linear prediction: 40.4 %
FILM AND FIELD ERROR
film thickness (rough): 10 nm
high and gentle field (rough): 3.0, 2.5 MV/cm
voltage amplitudes: 3.0, 2.5 V
exponential field slope: 9.21 cm/MV
power-law field exponent: 25.3
gentle field too high by: 2 %
remaining then, exponential law: 3.79e+11 cycles
remaining then, power law: 3.64e+11 cycles
TEMPERATURE AND TIME
activation energy (rough): 0.50 eV
reference and use temperature: 300, 358 K
lifetime factor on heating: 0.0436
remaining at use temperature: 2.61e+10 cycles
cycling frequency: 1 MHz
time for the linear prediction: 6.94 days
time for the full gentle lifetime: 11.57 days
```
